\section*{Transport and quantum lifetimes in graphene with short-range disorder}

\section*{Question}

I am modelling the channel of a graphene transistor under a high-$k$ dielectric, with short-range scatterers. The exercise says: ``Show that spinor overlap makes the transport lifetime twice the quantum lifetime for short-range, valley-preserving, sublattice-symmetric disorder in graphene, whereas both are equal in a one-valley parabolic channel.''

My argument fails at once. A short-range potential has a constant Fourier transform, so it scatters equally into all angles. The factor $1-\cos\theta$ in the transport rate then averages to one, and the two lifetimes agree in any material. Where does the factor two come from? And how can a potential be short-range and still preserve the valley?

\section*{Answer}

Your argument treats the Fourier transform of the potential as the whole matrix element. In graphene it is multiplied by the overlap of two sublattice spinors, which depends on angle even when the Fourier transform does not.

``Short-range'' here means short compared with the Fermi wavelength, but smooth on the atomic scale. With lattice constant $a$, potential range $R$ and Fermi wave number $k$, the regime is
\[
a\ll R\ll 1/k .
\]
The first inequality protects valley and sublattice symmetry; the second makes the Fourier transform constant on the Fermi circle. I use atomic units ($\hbar=1$) in the algebra, and assume weak, elastic, independent scatterers with $E\tau_q\gg1$.

\subsection*{The two lifetimes}

Let the disorder be $\sum_i s_i u(\mathbf r-\mathbf R_i)$, with density $n_i$, random positions and random signs $s_i=\pm1$. Write $U=\int u\,d^2r$. Between normalised states in an area $A$, the matrix element is
\[
\langle\mathbf k'|V|\mathbf k\rangle=\frac{U}{A}\,\chi_{\mathbf k'}^\dagger\chi_{\mathbf k}
\sum_i s_i e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}.
\]
When squared and averaged, terms from different scatterers cancel because their signs are independent. The $n_iA$ diagonal terms remain. With $F(\theta)=|\chi_{\mathbf k'}^\dagger\chi_{\mathbf k}|^2$ and $\theta$ the scattering angle, the golden rule gives
\[
\Gamma_{\mathbf k\to\mathbf k'}=\frac{2\pi n_iU^2}{A}F(\theta)\,\delta(E_{\mathbf k'}-E_{\mathbf k}).
\]

The quantum lifetime counts every departure from $\mathbf k$:
\[
\frac1{\tau_q}=\sum_{\mathbf k'}\Gamma_{\mathbf k\to\mathbf k'} .
\]

The transport lifetime follows from the response to a force $\mathbf f$. Let $f_0$ be the equilibrium distribution, $f_0'$ its energy derivative and $\delta f$ the deviation. For elastic scattering the exclusion factors cancel, since $f(1-f')-f'(1-f)=f-f'$ for two occupations $f,f'$. The steady linearised Boltzmann equation is therefore
\[
\mathbf f\cdot\mathbf v_{\mathbf k}\,f_0'=-\sum_{\mathbf k'}\Gamma_{\mathbf k\to\mathbf k'}(\delta f_{\mathbf k}-\delta f_{\mathbf k'}).
\]
Insert $\delta f_{\mathbf k}=-f_0'\,\tau_{tr}\,\mathbf f\cdot\mathbf v_{\mathbf k}$ and cancel $f_0'$:
\[
\mathbf v_{\mathbf k}=\tau_{tr}\sum_{\mathbf k'}\Gamma_{\mathbf k\to\mathbf k'}(\mathbf v_{\mathbf k}-\mathbf v_{\mathbf k'}).
\]
The part of $\mathbf v_{\mathbf k'}$ along $\mathbf v_{\mathbf k}$ is $\mathbf v_{\mathbf k}\cos\theta$. The perpendicular part is odd in $\theta$ and sums to zero because $F$ is even. Hence
\[
\frac1{\tau_{tr}}=\sum_{\mathbf k'}\Gamma_{\mathbf k\to\mathbf k'}(1-\cos\theta).
\]

\subsection*{Graphene}

In one valley $H=v\,\boldsymbol\sigma\cdot\mathbf k$, and the conduction state with direction $\varphi$ has $\chi=(1,e^{i\varphi})^T/\sqrt2$. A potential equal on both sublattices is the unit matrix in this space, so with $\theta=\varphi'-\varphi$
\[
F(\theta)=\left|\frac{1+e^{-i\theta}}2\right|^2=\frac{2+2\cos\theta}{4}=\frac{1+\cos\theta}{2}.
\]
Backscattering, $\theta=\pi$, has zero amplitude: the two spinors are orthogonal.

For the sum over final states, replace $\sum_{\mathbf k'}$ by $A\int k'dk'd\theta/(2\pi)^2$ and use $\int k'dk'\,\delta(vk'-vk)=k/v$. With $\langle\cdots\rangle=\int_0^{2\pi}(\cdots)\,d\theta/2\pi$,
\begin{align*}
\frac1{\tau_q}&=2\pi n_iU^2\,\frac{1}{(2\pi)^2}\,\frac kv\,2\pi\langle F\rangle
=\frac{n_iU^2k}{v}\langle F\rangle,\\
\frac1{\tau_{tr}}&=\frac{n_iU^2k}{v}\langle F(1-\cos\theta)\rangle .
\end{align*}
Since $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=\tfrac12$,
\[
\langle F\rangle=\tfrac12,\qquad
\langle F(1-\cos\theta)\rangle=\tfrac12\langle1-\cos^2\theta\rangle=\tfrac14 .
\]
Therefore
\[
\frac1{\tau_q}=\frac{n_iU^2k}{2v},\qquad
\frac1{\tau_{tr}}=\frac{n_iU^2k}{4v},\qquad
\tau_{tr}=2\tau_q .
\]
The overlap halves the total rate, but it removes mainly the large-angle events that relax current, so the transport rate falls to a quarter.

The self-energy gives the same $\tau_q$. In the Born approximation
\[
\Sigma=n_iU^2\!\int\!\frac{d^2p}{(2\pi)^2}\,\frac{E+v\boldsymbol\sigma\cdot\mathbf p}{(E+i0)^2-v^2p^2}.
\]
The $\boldsymbol\sigma\cdot\mathbf p$ term vanishes on angular integration. For $E>0$ the imaginary part of the inverse denominator is $-\pi\delta(E^2-v^2p^2)$, and $\int p\,dp\,\delta(E^2-v^2p^2)=1/(2v^2)$. Thus
\[
\operatorname{Im}\Sigma=-n_iU^2\,\frac{\pi E}{2\pi}\,\frac1{2v^2}=-\frac{n_iU^2E}{4v^2},
\]
and $-2\operatorname{Im}\Sigma=n_iU^2k/(2v)=1/\tau_q$.

\subsection*{The parabolic channel, and the cause of the difference}

With no spinor, $F=1$, and $\int k'dk'\,\delta(k'^2/2m-k^2/2m)=m$. Both angular means are one:
\[
\frac1{\tau_q}=\frac1{\tau_{tr}}=n_iU^2m .
\]
This is the case your argument describes.

A gapped two-band model connects the two cases. Add $\Delta\sigma_z$ to the graphene Hamiltonian. The upper state is $(\cos\frac\beta2,\ e^{i\varphi}\sin\frac\beta2)^T$, with $\cos\beta=\Delta/E$ and $E$ measured from midgap. Its overlap is
\begin{align*}
F&=\cos^4\tfrac\beta2+\sin^4\tfrac\beta2+2\cos^2\tfrac\beta2\sin^2\tfrac\beta2\cos\theta\\
&=1-\frac s2(1-\cos\theta),\qquad s=\sin^2\beta=1-\frac{\Delta^2}{E^2}.
\end{align*}
Using $\langle1-\cos\theta\rangle=1$ and $\langle(1-\cos\theta)^2\rangle=\tfrac32$,
\[
\frac{\tau_{tr}}{\tau_q}=\frac{1-s/2}{1-3s/4}.
\]
The ratio is 2 without a gap ($s=1$) and tends to 1 at the band edge ($s\to0$), where the band is parabolic. The potential is the same throughout; the overlap alone changes the ratio.

\subsection*{When the factor two fails}

\textbf{Sublattice-odd potential.} If the smooth potential has opposite signs on the two sublattices, $\sigma_z$ enters the matrix element and $F=(1-\cos\theta)/2$. The means are $\tfrac12$ and $\tfrac34$, so the ratio is $\tfrac23$.

\textbf{Single-site potential.} Each band state has probability $\tfrac12$ per cell on either sublattice. The squared matrix element is then the same for all final directions in both valleys, and the ratio is 1. Atomic-size defects have no common ratio. On the lattice used below, in the Born approximation and averaged over orientation, an equal potential on two neighbouring sites gives 1.33 and a changed bond 0.80. An equal potential on the six sites of a hexagon gives 2.00, because its intervalley amplitudes cancel; $a\ll R$ is sufficient for valley preservation but not necessary.

\textbf{Finite range.} For a Gaussian bump $u=u_0e^{-r^2/2R^2}$, the squared Fourier transform is $U^2e^{-q^2R^2}$, with $q^2=2k^2(1-\cos\theta)$. Put $\epsilon=2(kR)^2$ and expand to first order. The graphene means become $\tfrac12-\tfrac\epsilon4$ and $\tfrac14-\tfrac\epsilon4$; the parabolic ones become $1-\epsilon$ and $1-\tfrac32\epsilon$. Hence
\[
\left.\frac{\tau_{tr}}{\tau_q}\right|_{\rm graphene}\simeq2[1+(kR)^2],\qquad
\left.\frac{\tau_{tr}}{\tau_q}\right|_{\rm parabolic}\simeq1+(kR)^2 .
\]

\textbf{Valley transfer.} The smallest intervalley momentum is $K=4\pi/(3a)$, reached by three equivalent transfers. Averaging over bump positions removes their interference, and each overlap averages to $\tfrac12$, as within a valley. The intervalley rate relative to the intravalley rate is about $3e^{-K^2R^2}$ when $kKR^2\ll1$, so that the transfer can be taken as $K$ everywhere on the two Fermi circles. In the main example below $kKR^2\simeq0.75$, and the formula is low by a factor of a few, which does not matter for so small a share. Since $K^2R^2\simeq17.5\,(R/a)^2$, a Gaussian only twice as wide as the lattice constant already preserves the valley.

\subsection*{Numbers for a gate stack}

Take $10^{12}$ carriers per cm$^2$ at 4 K, $v=1$ nm/fs, and bumps with $R=0.5$ nm, $u_0=\pm0.5$ eV and $n_i=10^{13}$ cm$^{-2}=0.1$ nm$^{-2}$. Spin and valley give $k=\sqrt{\pi n}=0.1772$ nm$^{-1}$, so $E_F=0.1167$ eV and $\hbar v=E_F/k=0.658$ eV nm. Then $U=2\pi R^2u_0=0.785$ eV nm$^2$, and with $\hbar$ restored
\[
\frac\hbar{\tau_q}=\frac{n_iU^2k}{2\hbar v}
=\frac{0.1\times0.785^2\times0.1772}{2\times0.658}\ \text{eV}=0.0083\ \text{eV}.
\]
This gives $\tau_q=79.3$ fs and $\tau_{tr}=158.5$ fs. Also $E_F\tau_q/\hbar=14$, so the levels are well defined.

A field $\mathcal E$ shifts the Fermi circle by $\delta k=e\mathcal E\tau_{tr}/\hbar$. The mean velocity is $v\,\delta k/k$, so the mobility is $e\tau_{tr}v^2/E_F=1.4\times10^4$ cm$^2$/Vs.

As a test, I summed the bump over the atoms of a honeycomb lattice and solved the Boltzmann equation numerically with both valleys. The lifetimes are 79.8 and 160.9 fs, with ratio 2.016. The finite-range formula gives the same ratio for $kR=0.089$. On that lattice the sublattice-odd bump gives 0.669 and the single-site potential gives 1.

For the parabolic comparison I keep the carrier density, bump range and bump density, but take $m=0.05$ electron masses and $u_0=\pm0.1$ eV. The formula gives 406.5 fs for both lifetimes. With golden-rule matrix elements computed in real space, the lifetimes are 419 and 426 fs, with ratio 1.016, again the finite-range correction. Scattering to all orders in one bump, averaged over both signs, shortens both by about 0.75\% and leaves the ratio unchanged.

Weak scattering is not essential to the factor two for one slow electron and one bump. The partial waves $m=0$ and $m=-1$ have equal phase shifts, because exchanging the spinor components maps one radial equation onto the other. When these two dominate, the intensity is proportional to $|1+e^{-i\theta}|^2=2(1+\cos\theta)$. For a slow electron they usually do, but near isolated heights of a strong bump other partial waves matter and the ratio departs from 2. For a repulsive 1.5 eV bump at $k=0.01$ nm$^{-1}$, integrating the radial equation gives a total rate 1.47 times the Born value, but a ratio of 2.00. In the main example the total rate, averaged over both signs, is 7\% above Born (12\% below for one sign, 26\% above for the other) and the ratio is 2.015. The exceptional heights are narrow only for very small $kR$: among repulsive bumps up to 8 eV, the ratio departs from 2 by more than 0.1 for about 0.2\% of heights at $k=0.01$ nm$^{-1}$, but for about 30\% at $k=0.177$ nm$^{-1}$, all above 3.8 eV.

\subsection*{What a real device changes}

The bump parameters are chosen, not measured, so the mobilities, $1.4\times10^4$ cm$^2$/Vs in both channels, are illustrations and not predictions. If the parabolic band is taken as the upper band of the gapped model above, with a gap of 0.75 eV, the ratio at the same Fermi energy is about 1.06 instead of 1.

For graphene, the model also assumes that there are no charged impurities. Take a rough $5\times10^{11}$ cm$^{-2}$ of them, 0.3 nm from the channel, in a thick hafnium-dioxide-like dielectric with vacuum on the other side and no gate electrode nearby. They add 0.0069 eV to $\hbar/\tau_q$ but 0.0015 eV to $\hbar/\tau_{tr}$, because they favour small angles. The ratio becomes
\[
\frac{0.0083+0.0069}{0.0042+0.0015}\simeq2.7 .
\]
A metal gate closer than a few times $1/k=5.6$ nm screens the small-angle part: with the gate 10 nm from the channel the ratio is 2.3, and at 5 nm it is 2.1. At 300 K, remote phonons of a thick dielectric add an estimated 0.001 eV with static screening, or 0.012 eV without screening, to a transport width of 0.004 eV. These are values at $E_F$; a thermal average raises the unscreened one to about 0.015 eV. Charged impurities alone would give a ratio of 4.6 without a gate (3.3 and 2.6 with the gate at 10 and 5 nm) and sublattice-odd bumps 0.67, so a mixture of these two can also give two. A measured ratio near two is therefore not enough to identify smooth, sublattice-symmetric short-range disorder, and a different ratio does not contradict the spinor result. The numerical output below lists the remaining estimates.

\section*{Computed values}
\begin{verbatim}
GRAPHENE CHANNEL
carrier density: 1e+12 cm^-2
band velocity (rough): 1 nm/fs
Fermi wave number: 0.1772 nm^-1
Fermi energy: 0.1167 eV
bump range R: 0.5 nm
bump height (both signs): 0.5 eV
bump density: 1e+13 cm^-2
bump area integral U: 0.7854 eV nm^2
quantum lifetime, formula: 79.25 fs
transport lifetime, formula: 158.5 fs
level width hbar/tau_q: 0.008305 eV
E_F tau_q/hbar: 14.05
transport mean free path: 158.5 nm
mobility: 1.359e+04 cm2/Vs
quantum lifetime, lattice: 79.84 fs
transport lifetime, lattice: 160.9 fs
lifetime ratio, lattice: 2.016
ratio with finite range, continuum: 2.016
ratio, sublattice-odd bump: 0.6685
ratio, single-site potential: 1
PARABOLIC CHANNEL
band mass: 0.05 electron masses
bump height: 0.1 eV
Fermi wave number: 0.2507 nm^-1
Fermi energy: 0.04788 eV
both lifetimes, formula: 406.5 fs
quantum lifetime, grid: 419.4 fs
transport lifetime, grid: 426.1 fs
lifetime ratio, grid: 1.016
mobility: 1.43e+04 cm2/Vs
second-order Born amplitude, relative: 0.068
band gap (rough): 0.75 eV
ratio with two-band mixing: 1.064
LIMITS OF THE GRAPHENE MODEL
k_F R: 0.08862
Fermi contour warping, peak to peak: 0.012
intervalley share, R = 0.2 nm, lattice: 2.87e-05
intervalley share, R = 0.2 nm, formula: 2.76e-05
intervalley share, example: 9.9e-32
all-order/Born total rate: 1.066
all-order lifetime ratio: 2.015
1.5 eV bump, k=0.01/nm: all-order/Born: 1.471
1.5 eV bump, k=0.01/nm: lifetime ratio: 2
relative energy renormalisation: 0.055
charged impurities (rough): 5e+11 cm^-2
their distance from the channel: 0.3 nm
charged-impurity width, quantum: 0.0069 eV
charged-impurity width, transport: 0.0015 eV
ratio, charged impurities alone: 4.62
ratio, bumps plus charges: 2.69
bump width hbar/tau_tr: 0.00415 eV
phonon width 300 K, unscreened: 0.012 eV
phonon width 300 K, screened: 0.0011 eV
phonon width 4 K, unscreened: 1.2e-29 eV
thermal energy/E_F at 300 K: 0.2216
\end{verbatim}
